**Orbital diamagnetism of hydrogen and helium**

The program tests \(\xi=-\tfrac16\sum_i\langle r_i^2\rangle\) in atomic units, where \(\xi\) is the orbital magnetizability of an atom with \(L=0\) and \(r_i\) is the distance of electron \(i\) from the nucleus. It asserts the expansion of the kinetic energy in the field symbolically and compares hydrogen's \(\langle r^2\rangle\) with the energy obtained by diagonalization in a finite field. For hydrogen it also asserts that a displaced gauge origin leaves the total response unchanged. For helium, a correlated Hylleraas expansion is compared with full-CI energies in the field; the two values of \(\sum_i\langle r_i^2\rangle\) must agree within \(0.005\,a_0^2\), a tolerance that covers the finite Gaussian basis. The output gives molar susceptibilities of \(-2.376\times10^{-6}\ \mathrm{cm^3/mol}\) for hydrogen's orbital part and \(-1.890\times10^{-6}\ \mathrm{cm^3/mol}\) for helium, in the Gaussian convention. It also shows that hydrogen's spin paramagnetism at 300 K is 528 times its orbital diamagnetism in magnitude.

## Check in Python

```python
"""
Result under test: for an atom with L = 0 and gauge origin at the nucleus,
the orbital magnetizability is xi = -(1/6) sum <r^2> (atomic units), so that
chi = -(mu0 N_A e^2 / 6 m_e) sum <r^2> per mole in SI units.
Gaussian molar values (cm^3/mol) are the SI values divided by 4 pi.

Symbols: B field along z, r distance from the nucleus, E energy,
xi = -d^2E/dB^2 at B = 0, s = r1+r2, t = r1-r2, u = r12 for helium.
Spin is left out of xi; hydrogen's spin part is treated separately.
"""
from math import factorial, pi, sqrt, cosh, log
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy import constants as const
from pyscf import gto, scf, fci, ao2mo

# ---------- expansion of the kinetic energy in the field ----------
x, y, z, b = sp.symbols("x y z b", real=True)
f = sp.Function("f")(x, y, z)
vector_potential = (-b * y / 2, b * x / 2, sp.Integer(0))


def kinetic_momentum(g, axis):
    coordinate = (x, y, z)[axis]
    return -sp.I * sp.diff(g, coordinate) + vector_potential[axis] * g


full = sum(kinetic_momentum(kinetic_momentum(f, k), k) for k in range(3)) / 2
lz_f = -sp.I * (x * sp.diff(f, y) - y * sp.diff(f, x))
laplacian = sum(sp.diff(f, q, 2) for q in (x, y, z))
split = -laplacian / 2 + b * lz_f / 2 + b**2 * (x**2 + y**2) * f / 8
assert sp.expand(full - split) == 0

# ---------- unit factor ----------
a0 = const.physical_constants["Bohr radius"][0]
alpha_fs = const.fine_structure
si_factor = const.mu_0 * const.N_A * const.e**2 * a0**2 / (6 * const.m_e)
cgs_factor = si_factor / (4 * pi) * 1e6          # cm^3/mol per a0^2
other_factor = const.N_A * alpha_fs**2 * (100 * a0)**3 / 6
assert abs(cgs_factor / other_factor - 1) < 1e-7

# ---------- hydrogen averages by three-dimensional quadrature ----------
nodes, weights = np.polynomial.legendre.leggauss(160)
radius = 30 * (nodes + 1)
radius_w = 30 * weights * radius**2
cosine, cosine_w = np.polynomial.legendre.leggauss(12)
phi = 2 * pi * np.arange(12) / 12
R, C, P = np.meshgrid(radius, cosine, phi, indexing="ij")
W = radius_w[:, None, None] * cosine_w[None, :, None] * np.ones_like(P)
X = R * np.sqrt(1 - C**2) * np.cos(P)
Y = R * np.sqrt(1 - C**2) * np.sin(P)


def average(quantity, density):
    return np.sum(W * quantity * density) / np.sum(W * density)


density_1s = np.exp(-2 * R)
density_2p0 = (R * C)**2 * np.exp(-R)
r2_h = average(R**2, density_1s)
ratio_1s = average(X**2 + Y**2, density_1s) / r2_h
ratio_2p0 = (average(X**2 + Y**2, density_2p0)
             / average(R**2, density_2p0))
assert abs(r2_h - 3) < 1e-8
assert abs(ratio_1s - 2 / 3) < 1e-8
assert abs(ratio_2p0 - 2 / 5) < 1e-8


# ---------- hydrogen in a finite field by diagonalization ----------
def radial_integral(power):
    """Integral of r^power exp(-2r) from zero to infinity."""
    return factorial(power) / 2.0**(power + 1)


def hydrogen_matrices(functions, field_squared):
    """Basis r^p exp(-r) Y_l0; field term B^2 (x^2+y^2)/8, Lz = 0."""
    size = len(functions)
    h = np.zeros((size, size))
    overlap = np.zeros((size, size))
    for i, (l, p) in enumerate(functions):
        for j, (m, q) in enumerate(functions):
            if l == m:
                overlap[i, j] = radial_integral(p + q + 2)
                h[i, j] = 0.5 * ((p * q + l * (l + 1))
                                 * radial_integral(p + q)
                                 - (p + q) * radial_integral(p + q + 1)
                                 + radial_integral(p + q + 2))
                h[i, j] -= radial_integral(p + q + 1)
            legendre_l = np.polynomial.legendre.Legendre.basis(l)(cosine)
            legendre_m = np.polynomial.legendre.Legendre.basis(m)(cosine)
            angular = (sqrt((2 * l + 1) * (2 * m + 1)) / 2
                       * np.sum(cosine_w * legendre_l * legendre_m
                                * (1 - cosine**2)))
            h[i, j] += (field_squared / 8 * angular
                        * radial_integral(p + q + 4))
    return h, overlap


def lowest_state(h, overlap):
    scale = 1 / np.sqrt(np.diag(overlap))
    values, vectors = eigh(h * np.outer(scale, scale),
                           overlap * np.outer(scale, scale))
    return values[0], vectors[:, 0] * scale


def initial_slope(energy, step):
    """dE/d(B^2) at zero field, quadratic error term removed."""
    return (4 * energy(step) - energy(2 * step) - 3 * energy(0.0)) / (2 * step)


even_basis = [(l, l + n) for l in (0, 2, 4) for n in range(6)]
slope_h = initial_slope(
    lambda b2: lowest_state(*hydrogen_matrices(even_basis, b2))[0], 0.002)
xi_h_field = -2 * slope_h
xi_h = -r2_h / 6
assert abs(xi_h_field / xi_h - 1) < 1e-3

# ---------- displaced gauge origin for hydrogen ----------
shift = 2.0
dia_shifted = average((X - shift)**2 + Y**2, density_1s) / 8
p_basis = [(1, 1 + n) for n in range(5)]
h_p, s_p = hydrogen_matrices(p_basis, 0.0)
gradient = np.array([-2 / sqrt(3) * radial_integral(p + 2)
                     for _, p in p_basis])
momentum_sum = gradient @ np.linalg.solve(h_p + 0.5 * s_p, gradient)
para_shifted = -shift**2 / 4 * momentum_sum
assert abs(momentum_sum - 0.5) < 1e-6
assert abs(dia_shifted + para_shifted - r2_h / 12) < 1e-6

# ---------- helium: correlated expansion in s, t, u ----------
VOLUME = {(2, 0, 1): 1.0, (0, 2, 1): -1.0}
CROSS_S = {(1, 0, 2): 1.0, (1, 2, 0): -1.0}
CROSS_T = {(2, 1, 0): 1.0, (0, 1, 2): -1.0}
POTENTIAL = {(1, 0, 1): -8.0, (2, 0, 0): 1.0, (0, 2, 0): -1.0}
SIZE = {(4, 0, 1): 0.5, (0, 4, 1): -0.5}


def bracket(left, right, weight, decay):
    """Integral of left*right*weight*exp(-2 decay s), 0 < t < u < s."""
    total = 0.0
    for (i, j, k), c1 in left.items():
        for (l, m, n), c2 in right.items():
            for (p, q, r), c3 in weight.items():
                a, bb, c = i + l + p, j + m + q, k + n + r
                power = a + bb + c + 2
                total += (c1 * c2 * c3 * factorial(power)
                          / ((bb + 1) * (bb + c + 2)
                             * (2 * decay)**(power + 1)))
    return total


def derivatives(i, j, k, decay):
    """Polynomial factors of the function and its s, t, u derivatives."""
    value = {(i, j, k): 1.0}
    ds = {(i, j, k): -decay}
    if i:
        ds[(i - 1, j, k)] = float(i)
    dt = {(i, j - 1, k): float(j)} if j else {}
    du = {(i, j, k - 1): float(k)} if k else {}
    return value, ds, dt, du


def helium(degree, decay):
    """Variational energy, sum of <r^2>, and number of terms."""
    terms = [derivatives(i, j, k, decay)
             for i in range(degree + 1)
             for j in range(0, degree + 1, 2)
             for k in range(degree + 1) if i + j + k <= degree]
    n = len(terms)
    h, overlap, size = (np.zeros((n, n)) for _ in range(3))
    for i in range(n):
        for j in range(i + 1):
            f0, fs, ft, fu = terms[i]
            g0, gs, gt, gu = terms[j]
            element = (sum(bracket(p, q, VOLUME, decay)
                           for p, q in ((fs, gs), (ft, gt), (fu, gu)))
                       + bracket(fu, gs, CROSS_S, decay)
                       + bracket(fs, gu, CROSS_S, decay)
                       + bracket(fu, gt, CROSS_T, decay)
                       + bracket(ft, gu, CROSS_T, decay)
                       + bracket(f0, g0, POTENTIAL, decay))
            h[i, j] = h[j, i] = element
            overlap[i, j] = overlap[j, i] = bracket(f0, g0, VOLUME, decay)
            size[i, j] = size[j, i] = bracket(f0, g0, SIZE, decay)
    energy, vector = lowest_state(h, overlap)
    return energy, vector @ size @ vector / (vector @ overlap @ vector), n


zeta = 27 / 16
e_product, r2_product, _ = helium(0, zeta)
assert abs(e_product - (zeta**2 - 27 * zeta / 8)) < 1e-10
assert abs(r2_product - 6 / zeta**2) < 1e-10
assert helium(0, zeta - 0.01)[0] > e_product
assert helium(0, zeta + 0.01)[0] > e_product

decay_he = 1.9
series = {degree: helium(degree, decay_he) for degree in (2, 3, 4, 5)}
e_he, r2_he, terms_he = series[5]
assert all(series[d + 1][0] < series[d][0] for d in (2, 3, 4))
assert abs(r2_he - series[4][1]) < 3e-3

# ---------- helium: Hartree-Fock and full CI in the field ----------
basis_name = "aug-cc-pvqz"
mol = gto.M(atom="He 0 0 0", basis=basis_name, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
e_hf = mf.kernel()
second_moments = mol.intor("int1e_rr").reshape(3, 3, mol.nao, mol.nao)
r2_matrix = sum(second_moments[k, k] for k in range(3))
r2_hf = np.einsum("ij,ji->", mf.make_rdm1(), r2_matrix)
orbitals = mf.mo_coeff
h_zero = orbitals.T @ mf.get_hcore() @ orbitals
rho2 = orbitals.T @ (second_moments[0, 0] + second_moments[1, 1]) @ orbitals
repulsion = ao2mo.kernel(mol, orbitals)


def full_ci_energy(field_squared):
    """Lz is absent because it annihilates the L = 0 ground state."""
    solver = fci.direct_spin0.FCI()
    solver.conv_tol = 1e-12
    solver.max_cycle = 200
    return solver.kernel(h_zero + field_squared / 8 * rho2, repulsion,
                         orbitals.shape[1], 2)[0]


e_ci = full_ci_energy(0.0)
xi_he_field = -2 * initial_slope(full_ci_energy, 0.01)
xi_he = -r2_he / 6
# The tolerance covers the finite Gaussian basis.
assert abs(6 * (xi_he_field - xi_he)) < 5e-3
assert e_he < e_ci < e_hf
assert r2_product < r2_hf < r2_he

# ---------- susceptibilities ----------
chi_h = -cgs_factor * r2_h * 1e6
chi_he = -cgs_factor * r2_he * 1e6
chi_hf = -cgs_factor * r2_hf * 1e6
chi_product = -cgs_factor * r2_product * 1e6
assert abs(chi_h + 2.38) < 0.005
assert abs(chi_he + 1.89) < 0.005

# ---------- hydrogen spin paramagnetism ----------
temperature = 300.0
g_factor = abs(const.physical_constants["electron g factor"][0])
mu_b = const.physical_constants["Bohr magneton"][0]
thermal = const.k * temperature


def log_partition(field):
    return log(2 * cosh(g_factor * mu_b * field / (2 * thermal)))


moment = thermal * (log_partition(1.5) - log_partition(0.5))
chi_spin_definition = const.mu_0 * const.N_A * moment / (4 * pi) * 1e6
chi_spin = (const.mu_0 * const.N_A * (g_factor * mu_b)**2
            / (4 * thermal) / (4 * pi) * 1e6)
assert abs(chi_spin_definition / chi_spin - 1) < 1e-4

# ---------- output ----------
print(f"factor per a0^2: {cgs_factor * 1e6:.5f} 1e-6 cm^3/mol")
print(f"H <r^2>: {r2_h:.6f} a0^2")
print(f"<x^2+y^2>/<r^2>, 1s: {ratio_1s:.4f}; 2p0: {ratio_2p0:.4f}")
print(f"H xi from <r^2>: {xi_h:.5f} a.u.")
print(f"H xi from energy in field: {xi_h_field:.5f} a.u.")
print(f"gauge origin shift for H: {shift:.1f} a0")
print(f"shifted diamagnetic E/B^2: {dia_shifted:.5f} a.u.")
print(f"shifted paramagnetic E/B^2: {para_shifted:.5f} a.u.")
print(f"shifted total E/B^2: {dia_shifted + para_shifted:.5f} a.u.")
print(f"He product exponent: {zeta:.4f} 1/a0")
print(f"He product energy: {e_product:.5f} hartree")
print(f"He product sum <r^2>: {r2_product:.5f} a0^2")
print(f"He correlated exponent a: {decay_he:.2f} 1/a0")
for degree, (energy, r2, count) in series.items():
    print(f"He degree {degree}, {count} terms: E = {energy:.6f} hartree, "
          f"sum <r^2> = {r2:.5f} a0^2")
print(f"He Gaussian basis: {basis_name}, {mol.nao} functions")
print(f"He Hartree-Fock energy: {e_hf:.5f} hartree")
print(f"He Hartree-Fock sum <r^2>: {r2_hf:.4f} a0^2")
print(f"He full-CI energy: {e_ci:.5f} hartree")
print(f"He xi from correlated <r^2>: {xi_he:.5f} a.u.")
print(f"He xi from full-CI energy in field: {xi_he_field:.5f} a.u.")
print(f"chi H orbital: {chi_h:.3f} 1e-6 cm^3/mol")
print(f"chi He product: {chi_product:.3f} 1e-6 cm^3/mol")
print(f"chi He Hartree-Fock: {chi_hf:.3f} 1e-6 cm^3/mol")
print(f"chi He correlated: {chi_he:.3f} 1e-6 cm^3/mol")
print(f"chi H orbital, SI: {-si_factor * r2_h:.3e} m^3/mol")
print(f"chi He correlated, SI: {-si_factor * r2_he:.3e} m^3/mol")
print(f"temperature for H spin part: {temperature:.0f} K")
print(f"chi H spin: {chi_spin * 1e6:.0f} 1e-6 cm^3/mol")
print(f"H spin part / |orbital part|: {chi_spin * 1e6 / abs(chi_h):.0f}")
print("no test failed")
```

Printed output:

```
factor per a0^2: 0.79202 1e-6 cm^3/mol
H <r^2>: 3.000000 a0^2
<x^2+y^2>/<r^2>, 1s: 0.6667; 2p0: 0.4000
H xi from <r^2>: -0.50000 a.u.
H xi from energy in field: -0.49998 a.u.
gauge origin shift for H: 2.0 a0
shifted diamagnetic E/B^2: 0.75000 a.u.
shifted paramagnetic E/B^2: -0.50000 a.u.
shifted total E/B^2: 0.25000 a.u.
He product exponent: 1.6875 1/a0
He product energy: -2.84766 hartree
He product sum <r^2>: 2.10700 a0^2
He correlated exponent a: 1.90 1/a0
He degree 2, 7 terms: E = -2.903336 hartree, sum <r^2> = 2.35942 a0^2
He degree 3, 13 terms: E = -2.903640 hartree, sum <r^2> = 2.38158 a0^2
He degree 4, 22 terms: E = -2.903709 hartree, sum <r^2> = 2.38712 a0^2
He degree 5, 34 terms: E = -2.903719 hartree, sum <r^2> = 2.38691 a0^2
He Gaussian basis: aug-cc-pvqz, 46 functions
He Hartree-Fock energy: -2.86152 hartree
He Hartree-Fock sum <r^2>: 2.3716 a0^2
He full-CI energy: -2.90253 hartree
He xi from correlated <r^2>: -0.39782 a.u.
He xi from full-CI energy in field: -0.39859 a.u.
chi H orbital: -2.376 1e-6 cm^3/mol
chi He product: -1.669 1e-6 cm^3/mol
chi He Hartree-Fock: -1.878 1e-6 cm^3/mol
chi He correlated: -1.890 1e-6 cm^3/mol
chi H orbital, SI: -2.986e-11 m^3/mol
chi He correlated, SI: -2.376e-11 m^3/mol
temperature for H spin part: 300 K
chi H spin: 1253 1e-6 cm^3/mol
H spin part / |orbital part|: 528
no test failed
```
